Phonon transmission and thermal conductance of a mass-mismatched chain

**Problem**

An infinite chain of atoms is joined by equal springs k. The atoms at sites n ≤ 0 have mass m1, those at n ≥ 1 have the larger mass m2. The atoms move along the chain, the forces are strictly harmonic, and there is no disorder. Far to the left and far to the right, heat reservoirs send phonons towards the junction.

(a) Find the fraction T(ω) of the incident energy that crosses the junction at frequency ω, using atomistic Green functions, and find its low-frequency limit.

(b) Find the thermal conductance K between the two reservoirs, and evaluate it for k = 0.02 E_h/a0², m1 = 20000 m_e, m2 = 180000 m_e at a thermal energy of 0.001 E_h. These are round model parameters.

Atomic units with ħ = 1 are used. The letter T is kept for transmission, and ε denotes k_B times temperature. Since K is the derivative of the heat current J with respect to temperature, K/k_B = ∂J/∂ε, which has the unit of a frequency.

**A tempting solution**

Treat each chain as an elastic string. With lattice spacing a, the string has elastic constant ka and sound speed c_j = a√(k/m_j). In a wave exp(iqx − iωt) moving to the right, the force passed on to the right is −ka ∂u/∂x = −ika q u, and the velocity is −iωu. Their ratio is the acoustic impedance

Z_j = kaq/ω = ka/c_j = √(k m_j).

For a wave moving to the left the ratio is −Z_j. Let the incident velocity amplitude be 1, the reflected one r and the transmitted one t. Velocity and force are continuous at the junction:

1 + r = t,  Z1(1 − r) = Z2 t.

Inserting r = t − 1 in the second equation gives t = 2Z1/(Z1 + Z2). The power carried is Z|velocity|²/2, so the transmitted fraction is

T0 = Z2 t²/Z1 = 4 Z1 Z2/(Z1 + Z2)².

Here Z1 = √(0.02 × 20000) = 20 and Z2 = √(0.02 × 180000) = 60, so T0 = 4 × 20 × 60/80² = 0.75.

Next comes the heat current. Phonons moving right in the left chain have density dq/2π per unit length, velocity dω/dq, energy ω and occupation n = 1/(e^{ω/ε} − 1). The velocity cancels the density of states, (dω/dq) dq/2π = dω/2π, and they carry the current ∫ (dω/2π) ω T n across the junction. The right reservoir sends a current of the same form back. Differentiating the difference with respect to the thermal energy of one reservoir, with y = ω/ε,

ω ∂n/∂ε = ω (ω/ε²) e^y/(e^y − 1)² = y² e^y/(e^y − 1)² ≡ C(y),

K/k_B = (1/2π) ∫ T(ω) C(ω/ε) dω.

The function C(y) = (y/2)²/sinh²(y/2) is the heat capacity of one oscillator in units of k_B. A chain carries waves only up to its cutoff ω_j = 2√(k/m_j), here ω1 = 2.000×10⁻³ and ω2 = 6.667×10⁻⁴ E_h/ħ, so the integral stops at ω2. Because T0 contains no frequency, it is taken out of the integral. At ε = 0.001 E_h this gives K/k_B = 7.86×10⁻⁵ E_h/ħ.

**Where it fails**

The heat-current formula is sound, provided T is the same from both sides, which will be confirmed below. The fault is in taking T0 out of the integral. T0 was obtained for a string, and the integral runs up to ω2, where the heavy chain does not behave as one.

To see what is lost, take a wave u_n = u e^{iθn} in a uniform chain, with phase advance θ per atom. Newton's law,

−mω² u_n = k(u_{n+1} + u_{n−1} − 2u_n),

gives mω² = 2k(1 − cos θ) = 4k sin²(θ/2), that is

sin(θ_j/2) = ω/ω_j,  0 < θ_j < π.

The force that atom n exerts on atom n+1 through their bond is F = k(u_n − u_{n+1}) = k u_n(1 − e^{iθ}). Since 1 − e^{iθ} = −2i sin(θ/2) e^{iθ/2}, its ratio to the velocity v_n = −iωu_n is

F/v_n = [2k sin(θ/2)/ω] e^{iθ/2} = Z e^{iθ/2},

because 2k sin(θ/2)/ω = 2k/ω_j = √(k m_j). The magnitude is the acoustic impedance at every frequency in the band, but force and velocity are out of phase by θ/2. The string has no such phase difference. The mean power is

½ Re(F v_n*) = ½ Z cos(θ/2) |v_n|².

At ω = ω2/2 the phase difference in the heavy chain is already 30°. At ω2 it is 90°: neighbouring atoms move in opposition, and the wave carries no energy. The incident wave in the light chain still carries energy at this frequency. The reflected wave cannot be larger than the incident one, so atom 0 moves with a finite amplitude, and by its equation of motion so does atom 1, where the transmitted wave starts. A transmitted wave of finite amplitude carries no energy at ω2. The transmission must therefore vanish at ω2, while the tempting solution keeps it at 0.75.

**Right solution: the Green function of the junction**

Use mass-weighted displacements x_n = √m_n u_n. The equation of motion becomes ω²x = Dx with a symmetric matrix D whose elements are

D_nn = 2k/m_n,  D_{n,n+1} = −k/√(m_n m_{n+1}).

Choose atoms 0 and 1 as the device. The atoms n ≤ −1 form the left lead and the atoms n ≥ 2 the right lead.

*Leads.* Let g_j be the end-atom element of the Green function (ω² − D)⁻¹ of a detached lead. The end atom keeps its diagonal element 2k/m_j, since its bond to the device is present. Removing the end atom from a semi-infinite lead leaves the same lead again. Eliminating that remainder, which couples to the end atom by −k/m_j, gives

g_j = 1/[ω² − 2k/m_j − (k/m_j)² g_j].

Put g_j = −(m_j/k)λ and take reciprocals:

−(k/m_j)/λ = ω² − 2k/m_j + (k/m_j)λ,

λ + 1/λ = 2 − m_jω²/k = 2 cos θ_j.

So λ = e^{iθ_j} or e^{−iθ_j}. The retarded Green function is reached by giving ω² a small positive imaginary part. Written as a sum over modes, its diagonal element has terms |φ|²/(ω² + i0 − Ω²), whose imaginary parts are not positive. This selects

g_j = −(m_j/k) e^{iθ_j}.

The effect of a lead on its neighbouring device atom is the self-energy

Σ_j = (k/m_j)² g_j = −(k/m_j) e^{iθ_j},

and the corresponding coupling rate is

Γ_j = i(Σ_j − Σ_j*) = −2 Im Σ_j = 2(k/m_j) sin θ_j.

*Device.* The diagonal elements of G⁻¹ = ω² − D − Σ are

ω² − 2k/m_j − Σ_j = −(2k/m_j) cos θ_j + (k/m_j) e^{iθ_j} = −(k/m_j) e^{−iθ_j},

and the off-diagonal element is −D_01 = k/√(m1 m2). The determinant is therefore

det G⁻¹ = [k²/(m1 m2)] [e^{−i(θ1+θ2)} − 1].

For a 2 × 2 matrix the off-diagonal element of the inverse is minus the off-diagonal element over the determinant:

G_10 = −(√(m1 m2)/k) / [e^{−i(θ1+θ2)} − 1].

With |e^{−iφ} − 1|² = 4 sin²(φ/2),

|G_10|² = m1 m2 / {4k² sin²[(θ1+θ2)/2]}.

*From G to the transmitted energy.* Let a wave of mass-weighted amplitude A come in from the left. If atom 0 were held at rest, the left lead would carry the standing wave

φ_n = A(e^{iθ1 n} − e^{−iθ1 n}),  φ_{−1} = −2iA sin θ1.

When atom 0 moves, the lead responds, and its end atom has x_{−1} = φ_{−1} + g_1(−k/m1)x_0. Insert this in the equation of atom 0,

(ω² − 2k/m1)x_0 = −(k/m1)x_{−1} + D_01 x_1.

The term with g_1 becomes Σ_1 x_0 and moves to the left side. What remains is

(ω² − 2k/m1 − Σ_1)x_0 − D_01 x_1 = −(k/m1)φ_{−1} = 2iA(k/m1) sin θ1 = iAΓ_1.

The equation of atom 1 has no source, because nothing comes in from the right. Hence x_1 = iAΓ_1 G_10.

The power in a wave of amplitude u is ½ Re(F v_n*) = ½ kω sin θ |u|². With |u|² = |x|²/m this equals ωΓ|x|²/4. The transmitted fraction is the ratio of two such powers:

T = Γ_2|x_1|²/(Γ_1|A|²) = Γ_1Γ_2|G_10|² = Tr[Γ_1 G Γ_2 G†].

In the trace each Γ is a matrix with one non-zero element, on the device atom next to its lead, and G is symmetric. Inserting the results above, all masses and springs outside the phases cancel:

T(ω) = sin θ1 sin θ2 / sin²[(θ1+θ2)/2],  0 < ω < ω2.

The formula is unchanged when the labels 1 and 2 are exchanged, so the transmission is the same from both sides, as the heat-current formula required. For equal masses it gives T = 1.

For ω2 < ω < ω1 the heavy lead has a real λ and hence Γ_2 = 0, while G_10 stays finite because θ1 still lies between 0 and π. Then T = 0: the light chain brings energy in and all of it is reflected.

**A corrected impedance**

Write s_j = sin(θ_j/2) and c_j = cos(θ_j/2); in this section c_j is this cosine, not the sound speed. Then

T = (2s1c1)(2s2c2)/(s1c2 + c1s2)² = 4 tan(θ1/2) tan(θ2/2)/[tan(θ1/2) + tan(θ2/2)]²,

after division of numerator and denominator by c1²c2². Since s_j = ω/ω_j = ωZ_j/(2k), each tangent is ω/(2k) times

X_j = Z_j/cos(θ_j/2) = Z_j/√(1 − ω²/ω_j²).

The common factor cancels, and

T(ω) = 4 X1 X2/(X1 + X2)².

The acoustic formula is thus repaired by a frequency-dependent impedance. Its meaning follows from the bond force found earlier. The mean velocity of the two atoms at the ends of a bond is

V = v_n(1 + e^{iθ})/2 = v_n cos(θ/2) e^{iθ/2},

so F/V = Z/cos(θ/2) = X, a real number. Force and velocity are in phase if the velocity is taken at the middle of the bond. Moreover, the wave form of the left chain, continued to atom 1, must give the true u_1, because the equation of atom 0 contains u_1 just as it would in a uniform chain. In the same way the right wave form gives the true u_0. Both forms therefore share F and V on the junction bond, and the matching argument of the string applies there with X_j in place of Z_j.

**Reading the transmission**

As ω → 0, both X_j → Z_j and T → T0: the acoustic value is recovered as a limit. For the first correction, use 1/ω_j² = Z_j²/(4k²). The ratio R = X2/X1 is then

R ≈ (Z2/Z1)[1 + ω²(Z2² − Z1²)/(8k²)].

From T = 4R/(1 + R)² one finds d ln T/d ln R = 1 − 2R/(1 + R) = −(R − 1)/(R + 1), which is −(Z2 − Z1)/(Z2 + Z1) at ω = 0. Multiplying by the relative change of R,

T ≈ T0[1 − ω²(Z2 − Z1)²/(8k²)].

At ω = 0.05 ω2 this predicts a relative drop of 5.556×10⁻⁴, and the exact transmission drops by 5.564×10⁻⁴. The numerical Green function gives the same value once the small imaginary part of ω² is taken to zero; with a relative imaginary part of 10⁻⁶ it gives 5.568×10⁻⁴.

The decrease continues through the whole band. The square of R is (Z2/Z1)²(1 − ω²/ω1²)/(1 − ω²/ω2²), which grows with ω because ω2 < ω1. R starts above 1, and T falls as R grows beyond 1. Close to ω2, X2 diverges and T ≈ 4X1/X2, which vanishes as √(1 − ω²/ω2²).

At ω = ω2/2 the sines of the half phases are 1/6 and 1/2, so θ1 = 0.3349 and θ2 = 1.0472. The impedances are

X1 = 20/√(1 − 1/36) = 20.284,  X2 = 60/√(1 − 1/4) = 69.282,

T = 4 × 20.284 × 69.282/(89.566)² = 0.7007.

At 0.75 ω2 the transmission is 0.604, and at 0.95 ω2 it is 0.356, less than half the acoustic value. A Green function with six device atoms and numerically constructed leads agrees with the closed form to within 10⁻⁵ at the frequencies listed in the numerical output. Direct matching of the waves at the junction agrees to all printed digits.

**The conductance**

With the correct transmission,

K/k_B = (1/2π) ∫₀^{ω2} [4X1X2/(X1 + X2)²] C(ω/ε) dω.

*Low temperature.* For ε much smaller than ω2, C cuts the integral off long before the band edge, so the expansion of T may be used and the upper limit moved to infinity. Because e^y/(e^y − 1)² = −d/dy [1/(e^y − 1)], integration by parts gives

∫₀^∞ C dy = 2 ∫₀^∞ y/(e^y − 1) dy = π²/3,

∫₀^∞ y² C dy = 4 ∫₀^∞ y³/(e^y − 1) dy = 4π⁴/15.

With ω = εy,

K/k_B ≈ (T0 ε/2π)[π²/3 − (4π⁴/15) ε²(Z2 − Z1)²/(8k²)]
= T0 (πε/6)[1 − π²ε²(Z2 − Z1)²/(10k²)].

The acoustic value thus gives the leading low-temperature conductance, which is linear in temperature. At ε = 10⁻⁵ E_h the bracket lowers it by a relative 3.95×10⁻⁴, and the full integral gives 3.96×10⁻⁴.

*High temperature.* For ε much larger than ω2, C → 1 and every transmitted frequency counts equally:

K/k_B → (1/2π) ∫₀^{ω2} T dω = ω2⟨T⟩/2π.

The mean transmission over the band is ⟨T⟩ = 0.647, or 0.64699 with more digits, so the limit is 6.6667×10⁻⁴ × 0.64699/6.2832 = 6.86×10⁻⁵ E_h/ħ.

*The requested value.* At ε = 0.001 E_h, which is 316 K, the integral gives

K/k_B = 6.80×10⁻⁵ E_h/ħ,  K = 38.8 pW/K.

This is 1% below the high-temperature limit, because C ≈ 1 − y²/12 is still slightly less than 1 for y up to ω2/ε = 0.67. The tempting answer, 7.86×10⁻⁵, is too large by 16% of the correct value. Its error depends on temperature as follows.

ε = 2×10⁻⁵ E_h: too large by 0.16%
ε = 1×10⁻⁴ E_h: too large by 5.0%
ε = 3×10⁻⁴ E_h: too large by 13.5%
ε = 1×10⁻³ E_h: too large by 15.7%

The error grows as phonons near ω2, where T is far below T0, become thermally excited. It levels off towards T0/⟨T⟩ − 1 = 0.75/0.647 − 1, about 16%, once the whole band is excited.

**A check without scattering theory**

The conductance can also be obtained from the motion of a finite chain, here with 300 atoms on each side. One half is put in quantum thermal equilibrium while the other is held fixed. Then all atoms are released, and the power through the junction bond is followed with the normal modes of the whole chain. It is averaged over a time window that closes before a disturbance can return from an outer end. The derivative of this power with respect to ε of the heated half is K/k_B.

At ε = 0.001 E_h the result is 6.795×10⁻⁵ E_h/ħ, whether the light or the heavy half is heated, in agreement with the integral. This supports both the heat-current formula and the equality of the transmission from the two sides.

**What this conductance means**

K refers to the temperatures of the reservoirs, which set the occupations of the incoming phonons. For m1 = m2 the transmission is 1 and the junction disappears, yet K/k_B = (1/2π)∫C dω remains finite. At a given reservoir temperature, a single chain can carry only a limited current out of the reservoir. K is therefore not the heat current divided by a local temperature jump at the junction, which would require a definition of temperature on either side of it.

The formulas hold for this harmonic chain with one spring constant. A different junction spring changes D_00, D_11 and D_01, and the 2 × 2 inversion must then be repeated. Anharmonic forces let phonons exchange energy between frequencies, and a transmission defined separately at each ω no longer describes all of the heat flow.

Calculated quantities

```
spring k = 0.020 Eh/a0^2; m1 = 20000 me; m2 = 180000 me
impedances Z1 = 20.000, Z2 = 60.000 a.u.
cutoffs w1 = 2.000000e-03, w2 = 6.666667e-04 Eh/hbar
acoustic transmission T0 = 0.750000
w/w2, T Green function, T wave matching, T closed form:
  0.05  0.749582  0.749583  0.749583
  0.25  0.739167  0.739169  0.739169
  0.50  0.700716  0.700719  0.700719
  0.75  0.604292  0.604297  0.604297
  0.95  0.356404  0.356412  0.356412
Green-function T at 1.2 w2 = 5.9e-10
at w2/2: theta1 = 0.334896, theta2 = 1.047198 rad
at w2/2: X1 = 20.2837, X2 = 69.2820 a.u.
at w2/2: T from sine form = 0.700719
1 - T/T0 at 0.05 w2: Green 5.5681e-04, law 5.5556e-04
kB*temp [Eh], K/kB [Eh/hbar], same with T = T0, ratio T0/full:
  2.0e-05  7.84138e-06  7.85398e-06  1.0016
  1.0e-04  3.65337e-05  3.83608e-05  1.0500
  3.0e-04  6.17253e-05  7.00792e-05  1.1353
  1.0e-03  6.79513e-05  7.86080e-05  1.1568
cold case kB*temp = 1.0e-05 Eh: K/kB = 3.925434e-06 Eh/hbar
  leading law 3.926991e-06 Eh/hbar
  relative drop: integral 3.9633e-04, law 3.9478e-04
high-temperature limit K/kB = 6.86480e-05 Eh/hbar
mean T over 0..w2 = 0.64699
release experiment, 300 atoms per side; K/kB in Eh/hbar:
kB*temp [Eh], light side heated, heavy side heated, Landauer:
  1.0e-04  3.65338e-05  3.65338e-05  3.65337e-05
  1.0e-03  6.79517e-05  6.79517e-05  6.79513e-05
main case: temperature = 315.78 K
main case: conductance = 38.785 pW/K
```
